\section*{Image hopping and k-point choice for defect levels in cubic supercells, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

One point defect is repeated on a simple-cubic superlattice of side $L=Na$. Host sites are labelled by integer vectors $\mathbf n$, the defects sit at $\mathbf n=N\mathbf m$ with $\mathbf m$ integer, and $\mathbf R=L\mathbf m$ is an image vector. The Bloch vector $\mathbf k$ is given in units of $2\pi/L$, so that a state obeys $\psi(\mathbf n+N\mathbf m)=e^{2\pi i\mathbf k\cdot\mathbf m}\psi(\mathbf n)$. The abbreviations $\theta_i=2\pi k_i$ and $c_i=\cos\theta_i$ are used. The algebra is in atomic units and the numbers are in eV and \AA.

The isolated defect has one nondegenerate, exponentially localized, s-like level $\varepsilon_0$. The array broadens it into a band $E(\mathbf k)$, and the error of interest is the shift $\delta(\mathbf k)=E(\mathbf k)-\varepsilon_0$. Only overlap of wave functions is treated. The electrostatic interaction of charged images and their elastic interaction decay as powers of $L$, are not hopping terms, and lie outside this analysis.

The model is a one-electron Koster--Slater impurity. The host $H_0$ has nearest-neighbour hopping $-h$ with $h>0$, hence the band $\epsilon(\boldsymbol\vartheta)=-2h\sum_i\cos\vartheta_i$ between $-6h$ and $6h$, where $\vartheta_i$ is the phase per host spacing. Each defect adds an on-site energy $V<0$. The binding energy is $\Delta=-6h-\varepsilon_0>0$. The numerical check compares the formulas with direct diagonalization of supercell Hamiltonians with twisted boundaries.

\section{The defect band}

\subsection{Host Green function and isolated level}

For $E<-6h$ the operator $E-H_0$ is negative definite, so $G(E)=(E-H_0)^{-1}=-\int_0^\infty e^{(E-H_0)\tau}d\tau$. The three directions commute, and each contributes $\int_{-\pi}^{\pi}\frac{d\vartheta}{2\pi}e^{in\vartheta}e^{2h\tau\cos\vartheta}=I_n(2h\tau)$, a modified Bessel function. The element between sites separated by $\mathbf n$ is
\begin{equation}
G(\mathbf n;E)=-\int_0^\infty e^{E\tau}\prod_{i}I_{n_i}(2h\tau)\,d\tau .
\label{eq:G}
\end{equation}
The integrand is positive and each $E$-derivative, written with a prime, inserts a factor $\tau$. Therefore $G$, $G'$ and $G''$ are negative for every $\mathbf n$. $G$ is also unchanged by sign changes and permutations of the $n_i$.

The isolated state obeys $(\varepsilon_0-H_0)\phi=V|0\rangle\phi(0)$, so $\phi(\mathbf n)=VG(\mathbf n;\varepsilon_0)\phi(0)$. Setting $\mathbf n=0$ gives the level condition. Normalization gives $V^2\phi(0)^2\sum_{\mathbf n}G(\mathbf n)^2=1$, and $dG/dE=-G^2$ as an operator turns the sum into $-G'(0)$:
\begin{equation}
G(0;\varepsilon_0)=\frac1V,\qquad V^2\phi(0)^2g=1,\qquad g=-G'(0;\varepsilon_0)>0 .
\label{eq:iso}
\end{equation}

The decay along an axis follows from solving that direction exactly. A chain with $\tilde EG_1(n)+h[G_1(n+1)+G_1(n-1)]=\delta_{n0}$ is solved by $G_1=Ce^{-\lambda|n|}$. The equation at $n\neq0$ gives $2h\cosh\lambda=-\tilde E$, and the equation at $n=0$ gives $C(-2h\cosh\lambda+2he^{-\lambda})=1$, so $C=-1/(2h\sinh\lambda)$. In three dimensions $\tilde E=\varepsilon_0+2h(\cos\vartheta_y+\cos\vartheta_z)$, and $G_1$ is averaged over $\vartheta_y,\vartheta_z$. For small transverse phase $\vartheta_\perp$ one has $2h\cosh\lambda=2h+\Delta+h\vartheta_\perp^2$, so $\lambda\simeq\kappa a+\vartheta_\perp^2/(2\sinh\kappa a)$, where $\kappa a$ is the value at $\vartheta_\perp=0$. At large $n$ the average is Gaussian, $\int d^2\vartheta_\perp(2\pi)^{-2}e^{-n\vartheta_\perp^2/(2\sinh\kappa a)}=\sinh\kappa a/(2\pi n)$, and the $\sinh$ cancels against $C$:
\begin{equation}
G(n,0,0)\simeq-\frac{e^{-\kappa an}}{4\pi hn},\qquad\cosh\kappa a=1+\frac{\Delta}{2h}.
\label{eq:decay}
\end{equation}
For $\kappa a\ll1$ the band edge is isotropic and the same form holds in all directions with $n\to|\mathbf n|$, up to a direction-dependent change of the exponent of order $(\kappa a)^3|\mathbf n|$. In the example below, with $\kappa a=0.62$, $G(6,6,6)$ is $0.86$ of the isotropic value.

\subsection{Secular equation and folding}

In the array, $\psi(\mathbf n)=V\sum_{\mathbf m}G(\mathbf n-N\mathbf m;E)\,e^{2\pi i\mathbf k\cdot\mathbf m}\psi(0)$. At $\mathbf n=0$ the factor $\psi(0)$ cancels, and the evenness of $G$ pairs $\pm\mathbf m$ into cosines:
\begin{equation}
\frac1V=G(0;E)+S(\mathbf k;E),\qquad S=\sum_{\mathbf m\neq0}G(N\mathbf m;E)\cos2\pi\mathbf k\cdot\mathbf m .
\label{eq:sec}
\end{equation}
This is exact in the model for $E<-6h$. Inserting $G(\mathbf n)=\int d^3\vartheta\,(2\pi)^{-3}e^{-i\boldsymbol\vartheta\cdot\mathbf n}/(E-\epsilon)$ and using $\sum_me^{im(2\pi k-N\vartheta)}=(2\pi/N)\sum_j\delta(\vartheta-2\pi(k+j)/N)$, with $N$ values of $j$ per direction in the host zone, gives
\begin{equation}
G(0;E)+S(\mathbf k;E)=\frac1{N^3}\sum_{\mathbf j}\frac{1}{E-\epsilon\big(2\pi(\mathbf k+\mathbf j)/N\big)} .
\label{eq:fold}
\end{equation}
The supercell at $\mathbf k$ replaces the zone integral $G(0;E)$ by a sum over the $N^3$ host states that fold onto $\mathbf k$, and $S$ is the quadrature error of that mesh. At $\Gamma$ the mesh contains the band bottom, where the integrand is largest in magnitude. The program asserts Eq.~\eqref{eq:fold} to $10^{-10}$~eV$^{-1}$ and the root of Eq.~\eqref{eq:sec} against diagonalization to $10^{-9}$~eV for $N=5$ and $6$.

\subsection{Image hopping}

Put $E=\varepsilon_0+\delta$ in Eq.~\eqref{eq:sec}, expand, and cancel $1/V$ with Eq.~\eqref{eq:iso}. With all functions taken at $\varepsilon_0$, the result is $g\delta=S+S'\delta+\tfrac12G''(0)\delta^2+\dots$. Iterating in the small quantity $e^{-\kappa L}$ gives
\begin{align}
\delta_1&=\frac Sg=\sum_{\mathbf m\neq0}t(\mathbf m)\cos2\pi\mathbf k\cdot\mathbf m,
\qquad t(\mathbf m)=\frac{G(N\mathbf m;\varepsilon_0)}{g},\label{eq:d1}\\
\delta_2&=\frac1g\Big[\tfrac12G''(0)\,\delta_1^2+S'\delta_1\Big].\label{eq:d2}
\end{align}
Substituting $1/g=V^2\phi(0)^2$ and $VG\phi(0)=\phi$ gives $t(\mathbf m)=V\phi(0)\phi(N\mathbf m)$. The hopping is the defect potential taken between the state on one defect and the tail of the state on its image. It is negative for every image because $\phi$ has no node. The expansion needs $|\delta|\ll\Delta$, and since $S'/S$ grows with image distance it also needs $|S'|/g\ll1$.

For a defect of cubic symmetry $t$ is constant on a shell, so $\delta_1=\sum_st_sA_s(\mathbf k)$. The sum of $e^{i\theta m}$ over $m=\pm1$ is $2c$, which gives the star sums of the shells $(100)$, $(110)$, $(111)$, $(200)$:
\begin{align}
A_1&=2(c_x+c_y+c_z), & A_2&=4(c_xc_y+c_yc_z+c_zc_x),\nonumber\\
A_3&=8c_xc_yc_z, & A_4&=2\sum_i(2c_i^2-1)=A_1^2-2A_2-6 .
\label{eq:stars}
\end{align}
The last form holds because $A_1^2=4\sum_ic_i^2+2A_2$. The shells lie at $L$, $\sqrt2L$, $\sqrt3L$ and $2L$.

\section{Why $\Gamma$ is an extremum}

At $\Gamma$ every cosine in Eq.~\eqref{eq:d1} equals one, so
\begin{equation}
\delta_1(\Gamma)=6t_1+12t_2+8t_3+6t_4+\dots
\end{equation}
and nothing cancels. If all $t$ are negative, $t\cos x\ge t$ term by term makes $\Gamma$ the global minimum at first order, and if all are positive it is the global maximum. Without any sign condition $\Gamma$ is still stationary. A real Hamiltonian maps $\psi_{\mathbf k}$ to $\psi_{\mathbf k}^*$ at $-\mathbf k$, so $E(\mathbf k)=E(-\mathbf k)$, and a nondegenerate band is smooth, so its gradient vanishes at $\Gamma$.

For the lowest band the statement holds beyond perturbation theory. Let $U(\mathbf n)$ be any periodic on-site potential. The energy per cell is $\sum U|\psi|^2-2h\sum_{\rm bonds}\mathrm{Re}\,\psi^*(\mathbf n)\psi(\mathbf n')$. Replacing $\psi_{\mathbf k}$ by $|\psi_{\mathbf k}|$ keeps the norm and the first term, and cannot raise the second because $\mathrm{Re}\,\psi^*\psi'\le|\psi||\psi'|$. The modulus is periodic and is thus a trial vector at $\Gamma$, so $E(\Gamma)\le E(\mathbf k)$. The program asserts this at random $\mathbf k$ for the single defect, a two-site defect and a random potential. The proof fails for a level that has other states below it and for hoppings or nonlocal potentials of mixed sign.

A level above the band shows what changes then. Let $P$ multiply $\psi(\mathbf n)$ by $(-1)^{n_x+n_y+n_z}$. Each bond joins sites of opposite parity, so $PH_0P=-H_0$, while on-site terms are unchanged. Hence $PH(V)P=-H(-V)$. A translation by $N$ sites gives $P\psi$ an extra factor $(-1)^N$, which shifts $k_i$ by $N/2$:
\begin{equation}
E_{+|V|}(\mathbf k)=-E_{-|V|}\big(\mathbf k+N(\tfrac12,\tfrac12,\tfrac12)\big).
\label{eq:mirror}
\end{equation}
For even $N$ the host edge from which the level splits folds onto $\Gamma$, and $\Gamma$ is the maximum. For odd $N$ the edge folds onto $(\frac12,\frac12,\frac12)$, the maximum moves there, and the hopping acquires the sign $(-1)^{m_x+m_y+m_z}$. With $V=+5$~eV in the model below, the $\Gamma$ shift is $+34.6$~meV for $N=6$ and $-57.1$~meV for $N=5$. An s-like level therefore does not fix the sign of the $\Gamma$ error. The sign depends on the band edge that supplies the tail and on where that edge folds.

\section{Points that cancel the shells}

For points $\mathbf k_i$ with weights $w_i$ summing to one, the averaged first-order shift is $\sum_{\mathbf m\ne0}t(\mathbf m)W(\mathbf m)$ with the filter
\begin{equation}
W(\mathbf m)=\sum_iw_i\cos2\pi\mathbf k_i\cdot\mathbf m .
\end{equation}
The Makov--Shah--Payne criterion is that $W$ vanish on the nearest images. If the defect has cubic symmetry it is enough that the star sums vanish. Otherwise the sum of $W$ must vanish over each set of images related by the operations that the defect retains, which means vector by vector if it retains none.

\subsection{Cubic defect, one point}

The polynomial with roots $c_i$ is $(u-c_x)(u-c_y)(u-c_z)=u^3-\frac12A_1u^2+\frac14A_2u-\frac18A_3$. The conditions $A_1=A_2=A_3=0$ reduce it to $u^3$, so all $c_i=0$ and $\mathbf k=(\pm\frac14,\pm\frac14,\pm\frac14)$, which is also the Baldereschi point of this lattice. Equation~\eqref{eq:stars} then forces $A_4=-6$, so no single point removes four shells. Averaging over sign changes of the $m_i$ turns $\cos(\frac\pi2\sum_im_i)$ into $\prod_i\cos\frac{\pi m_i}2$, which vanishes unless all $m_i$ are even:
\begin{equation}
\delta_1(\tfrac14,\tfrac14,\tfrac14)=-6t_4+12\,t(2,2,0)-\dots
\end{equation}
For the attractive one-site defect, where every $t$ is negative, the leading error is positive and scales as $e^{-2\kappa L}/L$ by Eq.~\eqref{eq:decay}, against $e^{-\kappa L}/L$ at $\Gamma$. Both terms of $\delta_2$ are of order $e^{-4\kappa L}$ here, because $S'$ is filtered like $S$. That is a property of the one-site defect. A defect on several sites has a further, negative term of order $e^{-2\kappa L}$, derived below for two sites, and cubic symmetry does not remove it: the first shell couples the level to p-like states of the defect through $\sin\theta_i$, which equals one at the quarter point. For six octahedral sites with $V=-5.185$~eV ($\varepsilon_0=-7.5$~eV, $h=1$~eV) and $N=6$, the first-order shift is $+0.0065$~meV and the diagonalized shift $-0.056$~meV, against $-15.0$~meV at $\Gamma$ (values the program does not print).

\subsection{The same result as folding}

The average of $e^{2\pi i\mathbf k\cdot\mathbf m}$ over the eight sign choices factorizes, and $\pm\mathbf k$ give the same cosine, so four points suffice:
\begin{equation}
W_{1/4}(\mathbf m)=\prod_i\cos\frac{\pi m_i}{2}.
\end{equation}
A state with $k_i=\pm\frac14$ changes sign over $2L$, so the eight points together give the spectrum of the $2L$ cell with eight defects and antiperiodic boundaries. The program asserts this equality of spectra for $N=3$. For the cubic one-site defect, setting $\mathbf m=2\mathbf m'$ shows $S_N(\frac14,\frac14,\frac14;E)=S_{2N}(\frac12,\frac12,\frac12;E)$ at every $E$. The level at the quarter point is then that of one defect in a cell of eight times the volume, taken at its zone corner.

The pair $\Gamma$ and $(\frac12,\frac12,\frac12)$ has $W=\frac12[1+(-1)^{m_x+m_y+m_z}]$. It keeps the images of even index sum, a face-centred superlattice of twice the volume, and leaves $12t_2+6t_4+\dots$. The $\Gamma$-centred $2\times2\times2$ mesh, $k_i\in\{0,\frac12\}$, has $W=\prod_i\frac12[1+(-1)^{m_i}]$, gives the spectrum of the $2L$ cell with eight defects at $\Gamma$, and leaves $+6t_4$ at first order. In both sets each point has a shift of order $t_1$, and cancellation occurs only in the mean of $\delta_1$. The mean of $\delta_2$ survives. On the mesh $A_1$ takes the values $6$, $2$ (three times), $-2$ (three times) and $-6$, so $\langle A_1^2\rangle=(36+12+12+36)/8=12$, and the surviving term is of order $e^{-2\kappa L}$, as is $t_4$.

For a defect of cubic symmetry, the point $(\frac14,\frac14,\frac14)$ cancels the first three image shells at first order and leaves an error of order $e^{-2\kappa L}$, against $e^{-\kappa L}$ at $\Gamma$. What remains is to treat the full zone average and defects of low symmetry, to give the size of the errors in an example, and to draw the practical conclusions.

All numerical values are calculated from the stated model.
